# Oxygen isotope shift of an isolated Si-O-Si unit in silicon

## Problem

An interstitial oxygen atom in silicon sits between two silicon atoms and is bonded to both. At low temperature its stretching vibration absorbs at 1136 cm⁻¹ for $^{16}$O and at 1084 cm⁻¹ for $^{18}$O, a shift of 52 cm⁻¹. The simplest model cuts the Si-O-Si unit out of the crystal and treats it as a free molecule with harmonic forces.

Let $M$ be the mass of each silicon atom, $m$ the mass of the oxygen atom, and $\theta$ the apex angle at oxygen. The electronic energy does not depend on nuclear masses (Born-Oppenheimer approximation), so both isotopes have the same equilibrium geometry and force constants.

1. Estimate the isotope shift by scaling.
2. Find the exact harmonic shift. Can any apex angle give the observed lines with $^{28}$Si masses? If not, what silicon mass would the formula require?
3. Does the answer depend on the symmetry of the force field, or on leaving out the crystal? What does a fitted silicon mass mean?

Masses are in atomic mass units (u), line positions in cm⁻¹ and force constants in N/m. The masses are $m_{16}=15.9949$, $m_{18}=17.9992$ and $M=27.9769$ u.

## First estimate by scaling

If the silicon atoms were immovable, oxygen would vibrate on a fixed spring with $\omega\propto m^{-1/2}$. The $^{18}$O line would lie at $1136\sqrt{m_{16}/m_{18}}$ cm⁻¹, a shift of 65.1 cm⁻¹. This is too large, because silicon recoils and part of the inertia does not change with the oxygen isotope.

To include the recoil, take a straight unit. When oxygen moves with velocity $v$, zero total momentum gives each silicon atom the velocity $-mv/(2M)$. The oxygen share of the kinetic energy is

$$f=\frac{\tfrac12 mv^2}{\tfrac12mv^2+2\cdot\tfrac12M\,(mv/2M)^2}=\frac{1}{1+m/(2M)}=\frac{2M}{2M+m}.$$

For $^{16}$O this is 0.7777. It is plausible, and proved below, that a small relative change of $m$ changes $\omega^2$ by $-f$ times that relative change. Hence

$$|\Delta\nu|\approx\nu\,\frac f2\,\frac{\Delta m}{m}=1136\times0.3889\times0.1253\approx55\ \text{cm}^{-1}.$$

The observed 52 cm⁻¹ lies below this, so it might seem that a slightly bent unit would fit. But the mass change is 12.5 percent, and an estimate linear in it cannot settle a question of a few cm⁻¹.

## Exact solution for the symmetric unit

**Coordinates.** Put oxygen at the origin and the silicon atoms at equal distances below it, with the $x$ axis parallel to the line from Si(1) to Si(2). Write $\sigma=\sin(\theta/2)$ and $c=\cos(\theta/2)$. The unit vectors from oxygen to the silicon atoms are

$$\mathbf e_1=(-\sigma,-c),\qquad \mathbf e_2=(\sigma,-c).$$

The mirror $x\to-x$ exchanges the silicon atoms. In a displacement that changes sign under this mirror, oxygen moves by $(X,0)$, Si(1) by $(a,b)$ and Si(2) by $(a,-b)$. These three coordinates contain one translation, one rotation and therefore one vibration, the antisymmetric stretch. No other vibration has its symmetry, so it cannot mix.

**Potential energy.** To first order the bond lengths change by

$$\delta r_2=\mathbf e_2\cdot(a-X,-b)=\sigma(a-X)+cb\equiv q,$$

$$\delta r_1=\mathbf e_1\cdot(a-X,b)=-\sigma(a-X)-cb=-q.$$

The apex angle is even under the mirror and does not change to first order. With bond force constant $k$ and bond-bond coupling $k'$, the harmonic energy is

$$V=\tfrac12k(\delta r_1^2+\delta r_2^2)+k'\,\delta r_1\delta r_2=(k-k')q^2\equiv\kappa q^2.$$

Bending terms vanish because $\delta\theta=0$.

**Equations of motion.** The kinetic energy is $\tfrac12m\dot X^2+M(\dot a^2+\dot b^2)$. Since $\partial q/\partial X=-\sigma$, $\partial q/\partial a=\sigma$ and $\partial q/\partial b=c$,

$$m\ddot X=2\kappa\sigma q,\qquad 2M\ddot a=-2\kappa\sigma q,\qquad 2M\ddot b=-2\kappa cq.$$

The first two add to zero, as momentum conservation requires. Differentiating $q$ twice gives

$$\ddot q=\sigma(\ddot a-\ddot X)+c\ddot b=-\kappa q\left[\frac{\sigma^2+c^2}{M}+\frac{2\sigma^2}{m}\right].$$

With $\sigma^2+c^2=1$ and $2\sigma^2=1-\cos\theta$,

$$\boxed{\;\omega^2=\kappa\left[\frac1M+\frac{1-\cos\theta}{m}\right]\;}$$

As $\theta\to0$ the oxygen term disappears: the two bond forces on oxygen cancel, and the isotope shift tends to zero. At $180^\circ$ they add fully.

**The best angle.** Let $s=1-\cos\theta$, so that $0\le s\le2$. The unknown $\kappa$ cancels from the isotope ratio $\rho=\omega_{16}/\omega_{18}$:

$$\rho^2=\frac{1/M+s/m_{16}}{1/M+s/m_{18}}.$$

The derivative with respect to $s$ has a positive denominator and the numerator

$$\frac1{m_{16}}\left(\frac1M+\frac s{m_{18}}\right)-\frac1{m_{18}}\left(\frac1M+\frac s{m_{16}}\right)=\frac1M\left(\frac1{m_{16}}-\frac1{m_{18}}\right)>0.$$

The ratio therefore rises with $\theta$ and is largest for the straight unit, $s=2$:

$$\rho^2\le\rho_{\max}^2=\frac{m_{18}(2M+m_{16})}{m_{16}(2M+m_{18})}=1.09481,\qquad \rho_{\max}=1.04633.$$

The observed ratio is $1136/1084=1.04797$. If each line is uncertain by half a wavenumber from rounding, the smallest allowed ratio is $1135.5/1084.5=1.04703$, still above the bound. No apex angle reproduces the two lines with $^{28}$Si masses. With the $^{16}$O line held at 1136 cm⁻¹, the straight unit puts the $^{18}$O line at $1136/1.04633=1085.7$ cm⁻¹, a shift of 50.3 cm⁻¹. It misses the observed shift by 1.7 cm⁻¹.

**The fitted mass.** Now keep the formula but treat $M$ as adjustable. With $R=(1136/1084)^2=1.09824$,

$$R\left(\frac1M+\frac s{m_{18}}\right)=\frac1M+\frac s{m_{16}}
\quad\Rightarrow\quad
M_{\rm fit}=\frac{R-1}{s\,(1/m_{16}-R/m_{18})}.$$

A positive solution requires $R<m_{18}/m_{16}=1.1253$, the limit of immovable silicon, and this holds here. Because $M_{\rm fit}\propto1/s$, the smallest fitted mass belongs to the straight unit:

$$M_{\rm fit}(180^\circ)=\frac{0.09824}{2(0.062520-0.061016)}\approx32.7\ \text{u}.$$

| Angle | Shift with $^{28}$Si (cm⁻¹) | Fitted mass (u) |
|---:|---:|---:|
| 100° | 43.4 | 55.7 |
| 120° | 46.8 | 43.6 |
| 140° | 48.8 | 37.0 |
| 160° | 49.9 | 33.7 |
| 180° | 50.3 | 32.7 |

The denominator of $M_{\rm fit}$ is a small difference of nearly equal numbers, so the fit is sensitive. Rounding of the lines alone allows 29.8 to 36.0 u at $180^\circ$. The whole interval lies above 28 u, but the second digit of the fitted mass has little meaning.

## Comparison of the estimate with the exact result

The estimate gave 55 cm⁻¹ and the exact straight unit gives 50.3 cm⁻¹. Three corrections account for the difference.

- The slope refers to $d\ln m$, so $\Delta m/m=0.1253$ should be replaced by $\ln(m_{18}/m_{16})=0.1181$. This lowers the estimate to about 52 cm⁻¹.
- The slope gives the change of $\ln\nu$, so the shift is $1136(1-e^{-0.0459})=51.0$ cm⁻¹.
- The share $f=2M/(2M+m)$ falls as $m$ grows. Integrating it over the mass, as done below, gives 50.3 cm⁻¹.

The scaling argument has the right physics and an error of about 10 percent relative to the exact shift. The discrepancy with the observed lines is about 3 percent of the shift. The intermediate value of about 52 cm⁻¹ agrees with observation by an accident of truncation.

## An arbitrary harmonic force field

Unequal bonds or other couplings might seem to offer an escape. Let $K$ be the force-constant matrix, $T$ the diagonal mass matrix and $x$ a vibration with $Kx=\omega^2Tx$, normalized to $x^{\mathsf T}Tx=1$. Vary $m$ and multiply from the left by $x^{\mathsf T}$. The terms with $dx$ cancel because $K$ and $T$ are symmetric, leaving

$$0=\frac{d\omega^2}{dm}+\omega^2|\mathbf x_{\rm O}|^2
\quad\Rightarrow\quad
\frac{d\ln\omega^2}{d\ln m}=-m|\mathbf x_{\rm O}|^2=-f.$$

Here $f$ is again the oxygen share of the kinetic energy, which proves the slope used in the estimate. At a degeneracy the vectors are chosen to diagonalize the mass change, and frequencies are followed in order of size.

A vibration of a free unit with $\omega\ne0$ has no total momentum: $m\mathbf x_{\rm O}=-M(\mathbf x_1+\mathbf x_2)$. For any two vectors $|\mathbf x_1|^2+|\mathbf x_2|^2\ge\tfrac12|\mathbf x_1+\mathbf x_2|^2$, so

$$M\left(|\mathbf x_1|^2+|\mathbf x_2|^2\right)\ge\frac{m^2|\mathbf x_{\rm O}|^2}{2M}
\quad\Rightarrow\quad f\le\frac{2M}{2M+m}.$$

Integration from $m_{16}$ to $m_{18}$ gives

$$\ln\rho^2=\int f\,\frac{dm}m\le\int\left(\frac1m-\frac1{2M+m}\right)dm=\ln\frac{m_{18}(2M+m_{16})}{m_{16}(2M+m_{18})}.$$

This is the previous bound, now for every vibration of the free unit and any stable harmonic force field. Equality needs two silicon atoms moving alike, as in the straight symmetric unit.

## Putting the unit back into a harmonic crystal

It is tempting to read $M_{\rm fit}>28$ u as silicon atoms made heavier by the lattice behind them. Suppose that oxygen acts on its two neighbours alone, and that all host atoms have mass $M$. Let $\mathbf F_1,\mathbf F_2$ be the force amplitudes exerted on these neighbours through the oxygen bonds. By translational invariance the force on oxygen is $-(\mathbf F_1+\mathbf F_2)$, so $m\omega^2\mathbf x_{\rm O}=\mathbf F_1+\mathbf F_2$.

Let $\varphi$ denote the force-constant eigenvalues of the host without the oxygen bonds. A host mode driven by the force component $F_\varphi$ has amplitude $-F_\varphi/(M\omega^2-\varphi)$. If $0\le\varphi\le2M\omega^2$, with no host mode in resonance, then $|M\omega^2-\varphi|\le M\omega^2$ and

$$M\sum_\varphi\frac{F_\varphi^2}{(M\omega^2-\varphi)^2}\ge\frac{|\mathbf F_1|^2+|\mathbf F_2|^2}{M\omega^4}\ge\frac{|\mathbf F_1+\mathbf F_2|^2}{2M\omega^4}=\frac{m^2|\mathbf x_{\rm O}|^2}{2M}.$$

The silicon kinetic energy has the same lower bound as before, and $\rho\le\rho_{\max}$ survives. The silicon phonons end near 520 cm⁻¹ (a rough value), far below the oxygen lines, so the upper condition on $\varphi$ is met. Above the host band, back bonds make silicon respond more strongly than a free atom, as if it were lighter.

A straight chain with eight silicon atoms on each side of oxygen gives the rough size of the effect. Host springs of 111 N/m would put the top of the phonon band of a long silicon chain at 520 cm⁻¹ (slightly lower for eight atoms), and the O-Si springs are set to 467 N/m to hold the $^{16}$O line at 1136 cm⁻¹. The shift is then 48.8 cm⁻¹, smaller than the 50.3 cm⁻¹ of the free unit. The chain is a one-dimensional stand-in for the host. An unrelaxed 64-atom diamond cell with nearest-neighbour radial and transverse springs and the same band top lowers the shift by 0.9 to 1.5 cm⁻¹ as the transverse spring goes from 0.05 to 0.3 of the radial one.

## What can supply the missing shift

**Forces reaching farther atoms.** If oxygen also pushes directly on second neighbours, more atoms share the recoil and the factor $\tfrac12$ in the inequality no longer applies. In the chain, a direct spring from oxygen to each second neighbour restores 52 cm⁻¹ when it is 0.18 times the O-Si spring, or about 75 N/m, with the O-Si spring lowered to about 420 N/m to keep the $^{16}$O line at 1136 cm⁻¹. The direct spring is then two thirds of the host spring. Rounding of the lines allows shifts from 51 to 53 cm⁻¹, which need 0.12 to 0.25 of the O-Si spring, or 0.45 to 0.9 of the host spring, so a very weak coupling would not suffice in this model.

**Anharmonicity.** Take a single stretching coordinate $y$ of the straight unit, with reduced mass $\mu$ and potential $\tfrac12Ky^2+gy^4$. Using $\langle y^4\rangle_n=\tfrac34(\hbar/\mu\omega)^2(2n^2+2n+1)$, the first-order change of the fundamental energy is

$$g\left(\langle y^4\rangle_1-\langle y^4\rangle_0\right)=3g\left(\frac{\hbar}{\mu\omega}\right)^2=\frac{3g\hbar^2}{\mu K}\propto\frac1\mu.$$

The harmonic part scales as $\mu^{-1/2}$. If the $^{18}$O line is $A+B$, with $B$ the anharmonic part, the $^{16}$O line is $\rho_{\max}A+\rho_{\max}^2B$. Eliminating $A$,

$$B=\frac{1136-1.04633\times1084}{1.09481-1.04633}\approx37\ \text{cm}^{-1}.$$

For $^{16}$O the upward shift is $\rho_{\max}^2B\approx40$ cm⁻¹; diagonalizing the quartic oscillator gives 43 cm⁻¹. In this one-coordinate model of the free straight unit, an upward shift of about 4 percent of the line would therefore remove the discrepancy without changing $M$. A downward shift with the same scaling would enlarge the discrepancy, since $B<0$ makes the ratio smaller than $\rho_{\max}$. Ordinary bond anharmonicity acts in this direction. For a free straight unit with two Morse bonds of dissociation energy 3 to 8 eV, the quartic term alone raises the line by only 4 to 12 cm⁻¹. The cubic coupling to the symmetric stretch turns the net shift downward by 9 to 24 cm⁻¹, and the isotope shift falls to between 49.5 and 50.0 cm⁻¹. The 4 percent does not carry over to the crystal. The chain above has a smaller harmonic ratio, and both the size and the sign of the shift it needs depend on which bonds are anharmonic. In first order, a quartic term on the O-Si bonds must raise the $^{16}$O line by about 70 cm⁻¹, or by about 105 cm⁻¹ when the zero-point motion of the other modes is included. A quartic term on the two adjacent back bonds must instead lower it by about 8 to 15 cm⁻¹, because these bonds stretch more in the $^{18}$O mode.

## The model beside the real centre

The lines belong to cold silicon, and the comparison holds temperature fixed between isotopes. Most silicon atoms in a natural crystal are $^{28}$Si, so the main line belongs to a $^{28}$Si pair. With unchanged force constants, two $^{30}$Si neighbours would lower the $^{16}$O line of the straight unit to 1127.6 cm⁻¹ and raise the shift only to 50.7 cm⁻¹ (51.1 cm⁻¹ if the $^{16}$O line were reset to 1136 cm⁻¹). Such pairs are rare. The real centre breaks the assumption of isolation, which in the chain moves the shift down by 1.5 cm⁻¹, and the assumption of harmonic forces. Oxygen also moves softly across the Si-Si axis, and the coupling of this motion to the stretch is absent from all the estimates here. The two lines alone cannot separate it from the other mechanisms. The fitted 33 u is thus a parameter of the isolated harmonic formula, not a measured inertia of the silicon neighbours.

## Table of computed values

```
mass 16O: 15.994915 u
mass 18O: 17.999160 u
mass 28Si: 27.976927 u
mass 30Si: 29.973770 u
given 16O line: 1136 cm^-1
given 18O line: 1084 cm^-1
observed shift: 52 cm^-1
observed ratio: 1.04797 (no unit)
lowest ratio allowed by rounding: 1.04703 (no unit)
highest ratio allowed by rounding: 1.04892 (no unit)
largest model ratio, 180 deg: 1.04633 (no unit)
squared observed ratio: 1.09824 (no unit)
squared largest model ratio: 1.09481 (no unit)
angle 100 deg: shift 43.36 cm^-1, fitted Si mass 55.67 u
angle 120 deg: shift 46.76 cm^-1, fitted Si mass 43.56 u
angle 140 deg: shift 48.83 cm^-1, fitted Si mass 37.00 u
angle 160 deg: shift 49.95 cm^-1, fitted Si mass 33.69 u
angle 180 deg: shift 50.30 cm^-1, fitted Si mass 32.67 u
best 18O line of model: 1085.70 cm^-1
missing shift at 180 deg: 1.70 cm^-1
shift for infinite Si mass: 65.11 cm^-1
fitted mass at 180 deg, rounding low: 29.83 u
fitted mass at 180 deg, rounding high: 35.96 u
kappa at 180 deg: 472.9 N/m
oxygen kinetic share, 16O, 180 deg: 0.7777 (no unit)
largest ratio, 300 random force fields: 1.04633 (no unit)
largest ratio, 200 random hosts: 1.04563 (no unit)
shift with two 30Si, 180 deg: 51.07 cm^-1
rough top of host phonons: 520 cm^-1
host spring in chain: 111.4 N/m
O-Si spring in chain: 466.8 N/m
shift in chain with back bonds: 48.84 cm^-1
second-neighbour/first spring needed: 0.1774 (no unit)
second-neighbour spring needed: 74.7 N/m
quartic upshift needed, diagonalized: 42.9 cm^-1
quartic upshift needed, first order: 40.1 cm^-1
```
